# Negative effective correlation energy and the missing charge state of a defect

A point defect in a semiconductor has one localized orbital, which can hold $n=0$, 1 or 2 electrons. Let $E_n$ be the total energy of the crystal with the defect holding $n$ electrons and with the atoms relaxed for that $n$. The defects are dilute, so they do not interact, and they exchange electrons with a reservoir of Fermi level $\mu$. Energies of electrons are counted from the valence-band edge, and the conduction-band edge lies at $E_c$. The charge-transition levels and the effective correlation energy are

$$\varepsilon(0/1)=E_1-E_0,\qquad \varepsilon(1/2)=E_2-E_1,$$
$$U_{\rm eff}=\varepsilon(1/2)-\varepsilon(0/1)=E_0+E_2-2E_1 .$$

The labels in brackets are electron numbers, not charges. Algebra is in atomic units; numbers are in eV and Å.

## (a) Which electron numbers can be the ground state?

**Find the range of $\mu$ in which $n=1$ has the lowest energy, for either sign of $U_{\rm eff}$. Relate the sign to the binding of the two electrons.**

Taking $n$ electrons from the reservoir costs $n\mu$, so the energies to compare at zero temperature are $\Omega_n=E_n-n\mu$. The state $n=1$ is lowest if two conditions hold:

$$\Omega_1<\Omega_0\;\Leftrightarrow\;\mu>\varepsilon(0/1),\qquad \Omega_1<\Omega_2\;\Leftrightarrow\;\mu<\varepsilon(1/2).$$

If $U_{\rm eff}>0$, both hold in a window of width $\varepsilon(1/2)-\varepsilon(0/1)=U_{\rm eff}$. If $U_{\rm eff}<0$, the lower limit lies above the upper one and no $\mu$ satisfies both.

To see how far $n=1$ then lies above the ground state, compare it with the mean of its neighbours:

$$\Omega_1-\tfrac12(\Omega_0+\Omega_2)=E_1-\mu-\tfrac12(E_0+E_2)+\mu=-\tfrac12U_{\rm eff}.$$

The Fermi level has cancelled. The lower of $\Omega_0$ and $\Omega_2$ cannot exceed their mean, so for $U_{\rm eff}<0$

$$\Omega_1-\min(\Omega_0,\Omega_2)\ \ge\ \tfrac12|U_{\rm eff}| .$$

Equality holds where $\Omega_0=\Omega_2$, that is, at $\mu=\varepsilon(0/2)=\tfrac12(E_2-E_0)$. Below this level the defect is empty, and above it the defect holds two electrons.

The binding energies relative to the conduction band are $B_1=E_c-\varepsilon(0/1)$ and $B_2=E_c-\varepsilon(1/2)$. Hence $B_2-B_1=-U_{\rm eff}$: a negative $U_{\rm eff}$ means that the second electron is bound more strongly than the first, when the atoms relax after each addition.

The same quantity governs the transfer of an electron between two distant defects that hold one each. The energy changes from $2E_1$ to $E_0+E_2$, a change of $U_{\rm eff}$. No reservoir energy enters, because the number of electrons is conserved. For $U_{\rm eff}<0$ the pair gains energy by becoming one empty and one doubly occupied defect.

## (b) How can repelling electrons give a negative value?

**Separate $U_{\rm eff}$ into a part at fixed atoms and a part due to relaxation. Express the second part through forces when the energy surfaces are harmonic.**

Let $E_n(\mathbf Q)$ be the energy for atomic displacements $\mathbf Q$, with its lowest minimum at $\mathbf Q_n$, so that $E_n=E_n(\mathbf Q_n)$. Take the geometry $\mathbf Q_1$ as common reference and define

$$U_v=E_0(\mathbf Q_1)+E_2(\mathbf Q_1)-2E_1(\mathbf Q_1),$$
$$R_0=E_0(\mathbf Q_1)-E_0(\mathbf Q_0),\qquad R_2=E_2(\mathbf Q_1)-E_2(\mathbf Q_2).$$

Substituting $E_0=E_0(\mathbf Q_1)-R_0$ and $E_2=E_2(\mathbf Q_1)-R_2$ in the definition of $U_{\rm eff}$ gives

$$U_{\rm eff}=U_v-R_0-R_2 .$$

Both $R_0$ and $R_2$ are non-negative, because each is an energy above a minimum. There is no $R_1$, since $n=1$ is already relaxed at $\mathbf Q_1$. With $U_v$ taken at $\mathbf Q_1$, relaxation can therefore only lower $U_{\rm eff}$ or leave it unchanged, and the sign turns negative when $R_0+R_2>U_v$. The electrons need not attract each other at fixed atoms.

For a harmonic surface with positive definite stiffness matrix $\mathbf K_n$ and force $\mathbf f_n=-\nabla E_n$ at $\mathbf Q_1$, a displacement $\mathbf d$ from $\mathbf Q_1$ gives

$$E_n(\mathbf Q_1+\mathbf d)=E_n(\mathbf Q_1)-\mathbf f_n^{T}\mathbf d+\tfrac12\mathbf d^{T}\mathbf K_n\mathbf d .$$

The gradient vanishes at $\mathbf d=\mathbf K_n^{-1}\mathbf f_n$. Inserting this, the linear term gives $-\mathbf f_n^T\mathbf K_n^{-1}\mathbf f_n$ and the quadratic term returns half of it, so

$$R_n=\tfrac12\,\mathbf f_n^{T}\mathbf K_n^{-1}\mathbf f_n .$$

Forces computed after adding or removing an electron at the geometry of $n=1$, together with the stiffness matrices, thus estimate the relaxation part. The estimate fails when the atoms move so far that the surface is no longer harmonic. It also fails, without warning, when the lowest minimum is a distant one: the forces at $\mathbf Q_1$ see only the nearest minimum, so they can be small, or vanish by symmetry, while $R_n$ is large. $R_n$ must then be found by full relaxation from several starting geometries, including ones of lower symmetry.

## (c) A model with one coordinate

**Each electron pushes one coordinate $Q$ with the same force $F$:**

$$E_n(Q)=n\varepsilon_0+\tfrac12Un(n-1)+\tfrac12KQ^2-nFQ .$$

**Find the levels and the condition for $U_{\rm eff}<0$. Evaluate them for $E_c=1.2$ eV, $\varepsilon_0=1.1$ eV, $U=0.6$ eV, $K=5$ eV/Å$^2$ and $F=2$ eV/Å.**

Completing the square,

$$\tfrac12KQ^2-nFQ=\tfrac12K\left(Q-\frac{nF}{K}\right)^2-n^2\lambda,\qquad \lambda=\frac{F^2}{2K}.$$

The minimum lies at $Q_n=nF/K$, and relaxation from $Q=0$ releases $n^2\lambda$. The square matters: two electrons push twice as hard and the lattice moves twice as far, so the energy released is four times as large. The relaxed energies are

$$E_0=0,\qquad E_1=\varepsilon_0-\lambda,\qquad E_2=2\varepsilon_0+U-4\lambda,$$

and their differences give

$$\varepsilon(0/1)=\varepsilon_0-\lambda,\qquad \varepsilon(1/2)=\varepsilon_0+U-3\lambda,\qquad U_{\rm eff}=U-2\lambda .$$

The condition is $2\lambda>U$. For a very stiff lattice $\lambda\to0$ and $U_{\rm eff}\to U$, the repulsion at fixed atoms. At $2\lambda=U$ the two levels coincide, and the three electron numbers are degenerate at a single value of $\mu$.

For the given parameters $\lambda=2^2/(2\times5)=0.4$ eV, and the minima lie at 0, 0.4 and 0.8 Å. The energies are

$$E_1=1.1-0.4=0.7\ \text{eV},\qquad E_2=2.2+0.6-1.6=1.2\ \text{eV}.$$

Thus $\varepsilon(0/1)=0.7$ eV, $\varepsilon(1/2)=0.5$ eV and $U_{\rm eff}=-0.2$ eV. The first electron is bound by $1.2-0.7=0.5$ eV and the second by $1.2-0.5=0.7$ eV. The ground state changes directly from $n=0$ to $n=2$ at $\varepsilon(0/2)=0.6$ eV, where $n=1$ lies 0.1 eV higher.

The order is reversed if the atoms are held at $Q_1=0.4$ Å. Adding the first electron there costs $\varepsilon_0-FQ_1=1.1-0.8=0.3$ eV, and adding the second costs $\varepsilon_0+U-FQ_1=0.9$ eV. The difference is the full repulsion, $U_v=U=0.6$ eV. The forces at $Q_1$ are $f_0=-KQ_1=-2$ eV/Å and $f_2=2F-KQ_1=+2$ eV/Å, so each of $R_0$ and $R_2$ is $2^2/(2\times5)=0.4$ eV. Part (b) then gives $0.6-0.4-0.4=-0.2$ eV, as before. The surfaces describe localized states only where the levels at fixed atoms lie in the gap. The level of the second electron, $\varepsilon_0+U-FQ$, is below $E_c$ only for $Q>0.25$ Å, and that of the first, $\varepsilon_0-FQ$, is above the valence edge only for $Q<0.55$ Å. The three minima and the comparison at $Q_1$ respect these limits, but for $n=2$ the point $Q=0$ is only a formal reference.

The state $n=1$ is nevertheless a minimum of its own surface, because the curvature $K$ is positive. It can decay only by exchanging an electron, and the rate of that process does not follow from $U_{\rm eff}$. Thermodynamic instability does not exclude a long life, but this model does not provide one when free carriers are present: $E_1(Q)+E_c$ crosses $E_2(Q)$ at $Q=0.25$ Å, only $\tfrac12K(0.15\ \text{Å})^2=0.056$ eV above the minimum of $n=1$.

## (d) Does the motion of the nuclei change the result?

**Treat $Q$ as a quantum oscillator of mass $M$ in the model of part (c).**

Assume that exchange with the reservoir is slow enough for $n$ to label the states. With momentum $P$, the Hamiltonian for given $n$ is

$$H_n=\frac{P^2}{2M}+\tfrac12K\left(Q-\frac{nF}{K}\right)^2+E_n .$$

The shifted coordinate $Q-nF/K$ has the same commutator with $P$ as $Q$ has. The levels are therefore those of an oscillator with frequency $\omega=\sqrt{K/M}$, the same for each $n$:

$$E_{n\nu}=E_n+\omega\left(\nu+\tfrac12\right),\qquad \nu=0,1,2,\dots$$

The zero-point energy and the vibrational free energy $A$ are independent of $n$, and they drop out of the second difference because $A+A-2A=0$. For $M=20$ u the quantum is 0.032 eV, and $U_{\rm eff}$ remains $-0.2$ eV.

The cancellation rests on equal stiffness. If the frequencies $\omega_n$ differ, the free energies $A_n$ add $A_0+A_2-2A_1$ to $U_{\rm eff}$. At low temperature this is the zero-point term $\tfrac12(\omega_0+\omega_2-2\omega_1)$. In the classical limit $kT\gg\omega_n$, which the quantum above does not reach at 300 K, $A_n=kT\ln(\omega_n/kT)$, and the addition is $kT\ln(\omega_0\omega_2/\omega_1^2)$. It can have either sign.

## (e) How much of the intermediate state survives at temperature $T$?

**Find the largest population of $n=1$ that any Fermi level can produce. Then find when $n=1$ can still be the most populated state. Use equal vibrational frequencies.**

The empty and the full orbital each have one spin state, and the singly occupied orbital has two: $g_0=g_2=1$, $g_1=2$. Apart from a common vibrational factor, the statistical weights are $w_n=g_n\exp[-(E_n-n\mu)/kT]$. Set $a=w_0/w_1$ and $b=w_2/w_1$, so that $p_1=1/(1+a+b)$. In the product $ab$ the Fermi level cancels:

$$ab=\frac{w_0w_2}{w_1^2}=\frac{g_0g_2}{g_1^2}\,e^{-(E_0+E_2-2E_1)/kT}=\tfrac14e^{-U_{\rm eff}/kT}.$$

The sum of two positive numbers with fixed product is smallest when they are equal, so $a+b\ge2\sqrt{ab}=e^{-U_{\rm eff}/2kT}$. Equality requires $w_0=w_2$, which happens at $\mu=\varepsilon(0/2)$. Hence

$$p_1^{\max}=\frac{1}{1+e^{-U_{\rm eff}/2kT}} .$$

For $U_{\rm eff}<0$ and $kT\ll|U_{\rm eff}|$ this becomes $e^{-|U_{\rm eff}|/2kT}$. The exponent contains half of $|U_{\rm eff}|$, which is the smallest excess energy found in part (a).

For the example at 300 K, $kT=0.02585$ eV and the exponent is $0.2/(2\times0.02585)=3.87$. This gives $p_1^{\max}=1/(1+e^{3.87})=0.020$, so at most about 2% of the defects hold one electron. At 600 K the limit is 13%.

The state $n=1$ is the most populated if $a<1$ and $b<1$, or

$$\varepsilon(0/1)-kT\ln2<\mu<\varepsilon(1/2)+kT\ln2 .$$

This window has width $U_{\rm eff}+2kT\ln2$, and it exists when

$$U_{\rm eff}>-2kT\ln2 .$$

At 300 K the threshold is $-0.036$ eV. A defect with $U_{\rm eff}=-0.02$ eV thus has a range of $\mu$ in which $n=1$ leads, although its energy is never the lowest; the two spin states make up for the energy. With $U_{\rm eff}=-0.05$ eV there is no such range. The statement that a negative $U_{\rm eff}$ removes the intermediate state is therefore one about energies, or about populations at temperatures low compared with $|U_{\rm eff}|/k$.

## (f) Can a periodic supercell produce a false negative sign?

**A calculation places the defect in a cubic cell of edge $L$ and volume $V=L^3$, and a uniform background neutralizes its charge $q$. Find the resulting error of $U_{\rm eff}$ if the energies are left uncorrected.**

Model the defect charge as a Gaussian of standard deviation $s\ll L$ in a uniform medium of dielectric constant $\epsilon$. Since the atoms relax, $\epsilon$ is the static constant. The Fourier transform of the charge density is $q\,e^{-G^2s^2/2}$, so the electrostatic energies in the cell and in isolation are

$$W_{\rm cell}=\frac{2\pi q^2}{\epsilon V}\sum_{\mathbf G\ne0}\frac{e^{-G^2s^2}}{G^2},$$
$$W_{\rm iso}=\frac{q^2}{\pi\epsilon}\int_0^\infty e^{-k^2s^2}dk=\frac{q^2}{2\sqrt\pi\,\epsilon s}.$$

The background removes the term $\mathbf G=0$. To find the difference, put $t=s^2$ and differentiate:

$$\frac{dW_{\rm cell}}{dt}=-\frac{2\pi q^2}{\epsilon V}\Big(\sum_{\mathbf G}e^{-G^2t}-1\Big).$$

Poisson summation turns the full sum into $V(4\pi t)^{-3/2}\sum_{\mathbf R}e^{-R^2/4t}$ over lattice vectors $\mathbf R$. For $s\ll L$ the term $\mathbf R=0$ suffices, and its contribution is $-2\pi q^2(4\pi t)^{-3/2}/\epsilon=-q^2/(4\sqrt\pi\,\epsilon t^{3/2})$. This equals $dW_{\rm iso}/dt$. What remains is $d(W_{\rm cell}-W_{\rm iso})/dt=2\pi q^2/(\epsilon V)$, and integration gives

$$W_{\rm cell}-W_{\rm iso}=\frac{q^2}{\epsilon}\left(-\frac{\alpha}{2L}+\frac{2\pi s^2}{L^3}\right).$$

The integration constant is the point-charge limit. It must scale as $1/L$, since $L$ is then the only length. The number $-\alpha/L$ is the potential at a unit point charge due to its images and the background. The zero of potential is chosen so that the total potential, including that of the charge itself, averages to zero over the cell. Adding neutral cubic cells, each with a point charge at its centre, gives

$$\alpha=\frac{\pi}{6}-\lim_{N\to\infty}\Big[\sum_{\mathbf m\ne0}\frac1{|\mathbf m|}-(2N+1)^2J\Big],$$

where the integers $m_i$ run from $-N$ to $N$ and $J$ is the integral of $1/r$ over a unit cube centred at the origin. The term with $J$ is the background. The term $\pi/6$ removes the average potential of the cells, which is $-(2\pi/3V)\int\rho r^2d^3r=\pi/(6L)$, because the background of one cell contributes $-L^2/4$ to the integral. Summation to $N=25$ gives $\alpha=2.837$.

Successive electron numbers have charges $q+1$, $q$ and $q-1$, and $(q+1)^2+(q-1)^2-2q^2=2$. If $s$ is the same for all three, the error is

$$\Delta U_{\rm eff}=-\frac{\alpha}{\epsilon L}+\frac{4\pi s^2}{\epsilon L^3},$$

whatever the middle charge $q$. An error linear in charge, such as a common shift of the potential reference, cancels, because $(q+1)+(q-1)-2q=0$.

Take $L=11$ Å, $\epsilon=12$ and $s=1$ Å. With $e^2/(4\pi\epsilon_0)=14.40$ eV Å, where $\epsilon_0$ is the vacuum permittivity, the first term is $-14.40\times2.837/(12\times11)=-0.31$ eV and the second is $+0.01$ eV. The sum is $-0.30$ eV. A defect with $\lambda=0.2$ eV and $U=0.6$ eV has a true $U_{\rm eff}$ of $+0.20$ eV, but it would appear with $-0.10$ eV. Its intermediate state, stable over 0.20 eV of Fermi level, would seem to be missing.

The leading error falls only as $1/L$, so doubling the cell edge halves it. The formula covers the electrostatics of a compact charge in a uniform medium. It does not cover the atomic-scale response of the crystal, which can change the error noticeably in small cells. Nor does it cover a defect orbital that overlaps its images, or errors of the density functional in $U_v$ and in the relaxation energies.
